# Does the instantaneous Coulomb potential send signals faster than light?

**Q:** In the Coulomb gauge, the scalar potential obeys Poisson's equation, which contains no time delay. If I suddenly create a dipole here, its potential changes at once everywhere. A distant charge must feel that, so the Coulomb interaction signals faster than light. Where could this go wrong?

**A:** At the words "must feel that". A charge responds to the electric and magnetic fields, and the scalar potential supplies one part of the electric field. Let us write down your part first. Take SI units, free space and a point dipole $\mathbf d(t)$ at the origin, with $\mathbf d=0$ for $t<0$. Its polarization is $\mathbf P=\mathbf d(t)\,\delta(\mathbf r)$, so its charge and current densities are

$$\rho=-\nabla\cdot\mathbf P=-\mathbf d\cdot\nabla\delta(\mathbf r),\qquad \mathbf j=\partial_t\mathbf P=\dot{\mathbf d}\,\delta(\mathbf r).$$

The Coulomb gauge has $\nabla\cdot\mathbf A=0$, which leaves $\nabla^2\phi=-\rho/\varepsilon_0$. Since $-\nabla^2(1/4\pi r)=\delta(\mathbf r)$,

$$\phi(\mathbf r,t)=-\mathbf d(t)\cdot\nabla\frac{1}{4\pi\varepsilon_0 r}=\frac{\mathbf d(t)\cdot\mathbf r}{4\pi\varepsilon_0r^3}.$$

The electric field is $\mathbf E=\mathbf E_L+\mathbf E_T$, with a longitudinal part $\mathbf E_L=-\nabla\phi$ and a transverse part $\mathbf E_T=-\partial_t\mathbf A$. With $\mathbf n=\mathbf r/r$,

$$\mathbf E_L=\nabla(\mathbf d(t)\cdot\nabla)\frac{1}{4\pi\varepsilon_0r}=\frac{3\mathbf n(\mathbf n\cdot\mathbf d(t))-\mathbf d(t)}{4\pi\varepsilon_0r^3}.$$

You are right that $\mathbf E_L$ is instantaneous. Whether $\mathbf E$ is cannot be decided before $\mathbf E_T$ is known.

**Q:** But $\mathbf E_T$ is the field of photons, and photons travel at $c$. Outside the light cone it should be zero, and then nothing can compensate $\mathbf E_L$.

**A:** That is an assumption about the modes, so let us calculate them. In a volume $V$, with real polarization vectors $\boldsymbol\varepsilon$ perpendicular to $\mathbf k$ and $\omega=ck$,

$$\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}N_k\,\boldsymbol\varepsilon\left(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\qquad N_k=\sqrt{\frac{\hbar}{2\varepsilon_0V\omega}}.$$

I treat the dipole as prescribed, a given function of time. The coupling $-\int\mathbf j\cdot\mathbf A\,d^3r$ then gives, apart from a number that does not affect the motion,

$$H=\sum_{\mathbf k\lambda}\hbar\omega\left(a^\dagger a+\tfrac12\right)-\dot{\mathbf d}(t)\cdot\mathbf A(0).$$

Heisenberg's equation is $\dot a=(i/\hbar)[H,a]$. From $[a^\dagger,a]=-1$ we have $[a^\dagger a,a]=-a$, and the coupling contributes $-N_k\,\boldsymbol\varepsilon\cdot\dot{\mathbf d}\,[a^\dagger,a]=+N_k\,\boldsymbol\varepsilon\cdot\dot{\mathbf d}$. Hence

$$\dot a=-i\omega a+\frac{i}{\hbar}N_k\,\boldsymbol\varepsilon\cdot\dot{\mathbf d}(t).$$

Multiplying by $e^{i\omega t}$ turns the terms in $a$ into a total derivative, and integration gives

$$a(t)=a(0)e^{-i\omega t}+\frac{i}{\hbar}N_k\int_0^t\boldsymbol\varepsilon\cdot\dot{\mathbf d}(t')\,e^{-i\omega(t-t')}dt'.$$

If $\mathbf d$ jumps at $t=0$, the integral includes the jump. The first term is the free field. The second is an ordinary number, the same for every initial state. I take initial states with zero mean field, so that the second term alone gives the mean.

**Q:** Then insert it into $\mathbf A$.

**A:** Write $s=t-t'$. Each mode contributes $(N_k^2/\hbar)\,\boldsymbol\varepsilon(\boldsymbol\varepsilon\cdot\dot{\mathbf d})$ times

$$i\,e^{i(\mathbf k\cdot\mathbf r-\omega s)}+\text{c.c.}=-2\sin(\mathbf k\cdot\mathbf r-\omega s).$$

The modes $\mathbf k$ and $-\mathbf k$ have the same polarization factor, so only the part even in $\mathbf k$ survives the sum. That part is $+2\cos(\mathbf k\cdot\mathbf r)\sin\omega s$. The prefactor is $2N_k^2/\hbar=1/(\varepsilon_0V\omega)$. The two polarizations and $\hat{\mathbf k}$ form an orthonormal triad, so $\sum_\lambda\boldsymbol\varepsilon\boldsymbol\varepsilon=1-\hat{\mathbf k}\hat{\mathbf k}$. For large $V$ the sum over $\mathbf k$ becomes $V\int d^3k/(2\pi)^3$, and $\cos(\mathbf k\cdot\mathbf r)$ may be replaced by $e^{i\mathbf k\cdot\mathbf r}$ because the other factors are even:

$$\mathbf A=\frac1{\varepsilon_0}\int_0^t\!dt'\!\int\!\frac{d^3k}{(2\pi)^3}\,(1-\hat{\mathbf k}\hat{\mathbf k})\cdot\dot{\mathbf d}(t')\,e^{i\mathbf k\cdot\mathbf r}\,\frac{\sin cks}{ck}.$$

From here on, $\mathbf A$ and the fields are mean values. Define two scalar functions,

$$S=\int\!\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}\frac{\sin cks}{ck},\qquad W=\int\!\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}\frac{\sin cks}{ck^3}.$$

Two derivatives of $e^{i\mathbf k\cdot\mathbf r}$ bring down $-k_ik_j$, so the term with $-\hat{\mathbf k}\hat{\mathbf k}$ is a second derivative of $W$:

$$\mathbf A=\frac1{\varepsilon_0}\int_0^tdt'\left[\dot{\mathbf d}(t')\,S(r,s)+\nabla(\dot{\mathbf d}(t')\cdot\nabla)W(r,s)\right].$$

**Q:** I expect both functions to live on the light cone.

**A:** One does. The integral of $e^{i\mathbf k\cdot\mathbf r}$ over the directions of $\mathbf k$ is $4\pi\sin(kr)/(kr)$. For $r,s>0$,

$$S=\frac{1}{2\pi^2cr}\int_0^\infty\!\sin kr\,\sin cks\,dk=\frac{\delta(r-cs)}{4\pi cr}=\frac{\delta(s-r/c)}{4\pi c^2r}.$$

Here I used $\sin kr\sin cks=\frac12[\cos k(r-cs)-\cos k(r+cs)]$ and $\int_0^\infty\cos kx\,dk=\pi\delta(x)$; the term $\delta(r+cs)$ never contributes.

The other function has an extra $1/k^2$:

$$W=\frac{1}{2\pi^2cr}\int_0^\infty\frac{\sin kr\,\sin cks}{k^2}\,dk.$$

For $\beta>0$, $\int_0^\infty(1-\cos\beta k)k^{-2}dk=\pi\beta/2$, because its derivative with respect to $\beta$ is $\int_0^\infty\sin(\beta k)k^{-1}dk=\pi/2$ and it vanishes at $\beta=0$. The same product formula therefore gives $\frac12\cdot\frac\pi2\,(r+cs-|r-cs|)=\frac\pi2\min(r,cs)$, and

$$W(r,s)=\frac{\min(r,cs)}{4\pi cr}.$$

For $r>cs$ this is $s/(4\pi r)$, which is not zero. The factor $\hat{\mathbf k}\hat{\mathbf k}$, which makes the field transverse, is nonlocal in space. A purely transverse field need not vanish outside the light cone, even though each mode oscillates at $\omega=ck$.

**Q:** So what does $\mathbf E_T$ do when the dipole appears suddenly?

**A:** Put $\mathbf d(t)=\mathbf d_0\theta(t)$, where $\theta$ is the unit step. Then $\dot{\mathbf d}=\mathbf d_0\delta(t)$ and

$$\mathbf A=\frac1{\varepsilon_0}\left[\mathbf d_0S(r,t)+\nabla(\mathbf d_0\cdot\nabla)W(r,t)\right].$$

Outside the light cone, $r>ct$, we have $S=0$ and $W=t/(4\pi r)$. Therefore

$$\mathbf A=t\,\nabla(\mathbf d_0\cdot\nabla)\frac1{4\pi\varepsilon_0r}=t\,\mathbf E_L,\qquad \mathbf E_T=-\partial_t\mathbf A=-\mathbf E_L,\qquad \mathbf E=0.$$

Inside, $r<ct$, we again have $S=0$, but $W=1/(4\pi c)$ is constant in space. Its derivatives vanish, so $\mathbf A=0$, $\mathbf E_T=0$ and $\mathbf E=\mathbf E_L$. The static dipole field is present only after the front has passed. On $r=ct$ the electric field is singular, and so is the magnetic field except on the dipole axis. This is the price of an infinitely fast switch.

A numerical mode integral gives the ratio $E_T/E_L$ for the radial and polar components alike: $-1.0000$ at $ct/r=0$, $0.5$ and $0.9$, then $0.0000$ at $1.1$ and $1.5$.

**Q:** You have replaced one instantaneous field by two. How can $\mathbf E_T$ know at $t=0^+$ what to cancel a long way off?

**A:** Its source is already there. Split the current into $\mathbf j_L+\mathbf j_T$. Charge conservation and Gauss's law give $\nabla\cdot(\mathbf j_L+\varepsilon_0\partial_t\mathbf E_L)=0$. The bracket is also curl-free and vanishes at infinity, so it is zero: $\mathbf j_L=-\varepsilon_0\partial_t\mathbf E_L$. Away from the origin the full current vanishes, hence

$$\mathbf j_T=-\mathbf j_L=\varepsilon_0\,\partial_t\mathbf E_L\qquad(r>0).$$

The transverse current fills space although the physical current sits at a point. The transverse part of Ampère's law is

$$\nabla\times\mathbf B=\mu_0\mathbf j_T+\frac1{c^2}\partial_t\mathbf E_T.$$

Outside the cone $\mathbf A$ is a gradient, so $\mathbf B=0$ and $\partial_t\mathbf E_T=-\mathbf j_T/\varepsilon_0=-\partial_t\mathbf E_L$. The cancelling field is built up on the spot. Nothing has travelled there; one local law has been divided into two nonlocal pieces.

**Q:** Is the cancellation a peculiarity of the step, or does it hold for any switch-on?

**A:** It holds for any prescribed $\mathbf d(t)$ that starts from zero. For $s>0$,

$$W=\frac{s-(s-r/c)\,\theta(s-r/c)}{4\pi r},\qquad \partial_sW=\frac{1-\theta(s-r/c)}{4\pi r}.$$

Since $W=0$ at $s=0$, differentiating the upper limit of the time integral adds nothing, and

$$\partial_t\int_0^t\dot{\mathbf d}(t')W(r,t-t')\,dt'=\frac{\mathbf d(t)-\mathbf d(\tau)}{4\pi r},\qquad \tau=t-\frac rc.$$

The delta function in $S$ gives $\int_0^t\dot{\mathbf d}\,S\,dt'=\dot{\mathbf d}(\tau)/(4\pi c^2r)$. With $\mathbf E_T=-\partial_t\mathbf A$,

$$\mathbf E_T=-\nabla\left[\nabla\cdot\frac{\mathbf d(t)-\mathbf d(\tau)}{4\pi\varepsilon_0r}\right]-\frac{\ddot{\mathbf d}(\tau)}{4\pi\varepsilon_0c^2r}.$$

The term with $\mathbf d(t)$ is $-\mathbf E_L(t)$. It is there for every $r>0$ and every $t$, inside the cone as well as outside. Adding $\mathbf E_L$ leaves

$$\mathbf E=\nabla\left[\nabla\cdot\frac{\mathbf d(\tau)}{4\pi\varepsilon_0r}\right]-\frac{\ddot{\mathbf d}(\tau)}{4\pi\varepsilon_0c^2r}.$$

To carry out the derivatives, let $h(r)=d_j(t-r/c)/r$, for which $\partial_i\partial_jh=n_in_jh''+(\delta_{ij}-n_in_j)h'/r$. Each $r$-derivative of $d_j$ brings a factor $-1/c$, so

$$h'=-\frac{d_j}{r^2}-\frac{\dot d_j}{cr},\qquad h''=\frac{2d_j}{r^3}+\frac{2\dot d_j}{cr^2}+\frac{\ddot d_j}{c^2r}.$$

Collecting terms, with every dipole quantity taken at $\tau$,

$$4\pi\varepsilon_0\mathbf E=\frac{3\mathbf n(\mathbf n\cdot\mathbf d)-\mathbf d}{r^3}+\frac{3\mathbf n(\mathbf n\cdot\dot{\mathbf d})-\dot{\mathbf d}}{cr^2}+\frac{\mathbf n(\mathbf n\cdot\ddot{\mathbf d})-\ddot{\mathbf d}}{c^2r}.$$

The magnetic field is $\nabla\times\mathbf A$. The $W$ term is a gradient and drops out, which leaves

$$\mathbf B=\nabla\times\frac{\dot{\mathbf d}(\tau)}{4\pi\varepsilon_0c^2r}=-\frac{1}{4\pi\varepsilon_0c^2}\,\mathbf n\times\left[\frac{\dot{\mathbf d}}{r^2}+\frac{\ddot{\mathbf d}}{cr}\right]_\tau.$$

For $r>ct$ the time $\tau$ is negative, the dipole and its derivatives are zero, and so are $\mathbf E$ and $\mathbf B$.

**Q:** Please show me numbers, with a switch-on that takes some time.

**A:** Take round model values: $d_0=10^{-29}$ C m, $r=300$ nm and an angle $\vartheta=60^\circ$ from the dipole axis. Let the dipole rise as $d=d_0f(u)$, where

$$u=t/T,\qquad f=u^4(35-84u+70u^2-20u^3),\qquad T=0.4\text{ fs},$$

and stay at $d_0$ afterwards. Light needs $r/c=1.0007$ fs.

The field scale is $d_0/(4\pi\varepsilon_0r^3)=3.329$ V/m. At full dipole the radial Coulomb field is $2\cos\vartheta=1$ times this, 3.329 V/m. The polar component, along increasing $\vartheta$, is $\sin\vartheta=0.866$ times it, 2.883 V/m. At $t=0.2$ fs, $f(1/2)=(35-42+17.5-2.5)/16=1/2$, so both are halved.

Polar components in V/m, with the transverse part from the mode integral:

| $t$ (fs) | Coulomb | transverse | total |
|---|---|---|---|
| 0.2 | 1.441 | −1.441 | 0.000 |
| 0.8 | 2.883 | −2.883 | 0.000 |
| 1.1 | 2.883 | 136.764 | 139.647 |
| 2.0 | 2.883 | 0.000 | 2.883 |

In the first two rows your instantaneous field is already there, at half its final strength in the first and at full strength in the second, and the total is zero. The largest total component at these two times, radial or polar, is $1.3\times10^{-5}$ V/m, about $4\times10^{-6}$ of the full radial Coulomb field. The formula gives zero, so this is numerical error.

**Q:** Why is the field at 1.1 fs so much larger than the static one?

**A:** The front is passing. The polar component of the closed formula is

$$E_\vartheta=\frac{\sin\vartheta}{4\pi\varepsilon_0}\left[\frac{d}{r^3}+\frac{\dot d}{cr^2}+\frac{\ddot d}{c^2r}\right]_\tau.$$

Relative to the static field, which is the first term with $d=d_0$, the last term is $(r/cT)^2=(1.0007/0.4)^2\approx6.3$, multiplied by the second derivative of $f$ with respect to $u$, which reaches several units. The magnetic field contains the last two terms: $cB=139.448$ V/m. The difference $139.647-139.448=0.199$ V/m is the first term alone. Divided by 2.883 V/m it gives $d(\tau)/d_0=0.069$. Directly, $u=(1.1-1.0007)/0.4=0.248$ and $f(0.248)\approx0.069$. The point at $r$ sees a dipole that has barely begun to grow, although the dipole at the origin has long been complete.

One detail of the numerics: for the step dipole the point source was replaced by a Gaussian of standard deviation 3 nm, to make the mode integral converge, and the same Gaussian was used for the row at 0.2 fs. Away from the front this does not matter. The components of $\nabla\nabla(1/r)$ satisfy Laplace's equation, and the average of such a function over a sphere of source points that does not enclose the field point equals its value for a source at the centre.

**Q:** The vector potential is still nonzero before the light arrives. Could a quantum particle, whose phase depends on potentials, detect it?

**A:** No. For $r>ct$ the $W$ term gives

$$\mathbf A=\int_0^t\dot{\mathbf d}(t')(t-t')\,dt'\cdot\nabla\nabla\frac1{4\pi\varepsilon_0r}=\int_0^t\mathbf E_L(t')\,dt',$$

after integration by parts, whose boundary terms vanish. At 0.8 fs the time integral of $f$ is $t-T/2=0.6$ fs, because $f(u)+f(1-u)=1$. The radial $A$ is then $3.329\times0.6=1.997$ V fs/m, which is also the result of the mode integral.

Now choose $\chi=-\int_0^t\phi\,dt'$. Its gradient is $\int_0^t\mathbf E_L\,dt'=\mathbf A$. The gauge transformation $\mathbf A'=\mathbf A-\nabla\chi$, $\phi'=\phi+\partial_t\chi$ gives $\mathbf A'=0$ and $\phi'=\phi-\phi=0$ throughout the region outside the cone. A particle confined there evolves as if no dipole existed, up to a change of gauge.

**Q:** And vacuum fluctuations? A detector can click before any light arrives.

**A:** It can, but those clicks carry no news of the dipole. The operator of the full electric field is the free field plus a number, the sum of $\mathbf E_L$ and the driven part of $\mathbf E_T$. Outside the cone this sum is zero, and so is the number added to the free magnetic field. The field statistics there are those without the dipole. This refers to a detector coupled to the full field. A rotating-wave model keeps only the positive-frequency part, which replaces $\sin cks$ by $\tfrac i2e^{-icks}$; its cosine part gives a term proportional to $1/(r^2-c^2s^2)$ in $S$, which does not vanish outside the cone, so such a model shows a spurious early signal. As a check on the independence from the initial state, one driven mode, $H/\hbar=\omega a^\dagger a-g\,\dot f\,(a+a^\dagger)$ with the switch-on $f$ above, $\omega=7c/r$ and $g=0.8$, was solved numerically up to $t=0.9\,r/c$ from zero photons and from one photon. The mean of $a+a^\dagger$ came out as $-1.408152$ in both cases, in agreement with the Heisenberg equation. This argument is for a prescribed dipole; a molecule that reacts to the field needs its own equations of motion.

**Q:** Suppose I insist that the dipole simply appears, with no current. Then $\dot{\mathbf d}\cdot\mathbf A$ is absent and the Coulomb field stands alone.

**A:** Then Maxwell's equations have no solution. The divergence of $\nabla\times\mathbf B=\mu_0\mathbf j+c^{-2}\partial_t\mathbf E$ is $0=\mu_0(\nabla\cdot\mathbf j+\partial_t\rho)$, which fails if $\rho$ changes while $\mathbf j=0$. The current that separates the charges is what drives the cancelling field. Keeping the Coulomb term while dropping the coupling to $\mathbf A$ discards $\mathbf j_T$ and leaves only $\mathbf j_L$, a current spread over all space in place of the local one. That does produce a spurious instantaneous signal.

For a neutral source of finite size, add the fields of its polarization elements. The fields then vanish wherever no light has yet arrived from any part of the source, counted for each part from the moment it is switched on.

**Q:** Yet the bare Coulomb interaction works well between nearby molecules. When may I use it?

**A:** When the dipole varies smoothly, over times much longer than $r/c$. A small total change is not enough, since a weak but fast ripple can have a large second derivative. Expand the first two retarded terms about $t$:

$$\mathbf d(\tau)+\frac rc\dot{\mathbf d}(\tau)\approx\left[\mathbf d-\frac rc\dot{\mathbf d}+\frac{r^2}{2c^2}\ddot{\mathbf d}\right]+\left[\frac rc\dot{\mathbf d}-\frac{r^2}{c^2}\ddot{\mathbf d}\right]=\mathbf d-\frac{r^2}{2c^2}\ddot{\mathbf d}.$$

The first-order delay cancels. The remaining correction, like the $\ddot{\mathbf d}/(c^2r)$ term, is smaller than the Coulomb field by a factor of order $r^2|\ddot{\mathbf d}|/(c^2|\mathbf d|)$. At instants where $\ddot{\mathbf d}$ passes through zero, the next term, of relative order $r^3|\dddot{\mathbf d}|/(c^3|\mathbf d|)$, takes over. If the dipole varies over a time $T$ and is near its typical size, the factor is of order $(r/cT)^2$; for an oscillation at angular frequency $\omega$, $T$ means $1/\omega$, not the period. For $r\ll cT$ the instantaneous field is then a good approximation to the retarded one as a vector. A component that vanishes in the Coulomb field is an exception: at $\cos^2\vartheta=1/3$ the Coulomb component along $\mathbf d$ is zero, and what remains there is the correction alone. Early in a switch-on, while $\mathbf d$ is still small, the factor is much larger than $(r/cT)^2$. The instantaneous field cannot be used to ask what happens before $t=r/c$, because that is the delay the approximation has discarded.

## Table of computed values

```
dipole moment d0 = 1.0e-29 C m
distance r = 300 nm
angle from dipole axis = 60 degrees
switch-on time T = 0.4 fs
light travel time r/c = 1.0007 fs
field unit d0/(4 pi eps0 r^3) = 3.3287 V/m
Smooth switch-on, fields in V/m (transverse from mode sum)
t = 0.2 fs
  radial: Coulomb 1.664, transverse -1.664, total 0.000
  polar: Coulomb 1.441, transverse -1.441, total 0.000
  radial A = 0.091 V fs/m, c*B = 0.000 V/m
t = 0.8 fs
  radial: Coulomb 3.329, transverse -3.329, total 0.000
  polar: Coulomb 2.883, transverse -2.883, total 0.000
  radial A = 1.997 V fs/m, c*B = 0.000 V/m
t = 1.1 fs
  radial: Coulomb 3.329, transverse 4.480, total 7.808
  polar: Coulomb 2.883, transverse 136.764, total 139.647
  radial A = 2.761 V fs/m, c*B = 139.448 V/m
t = 2.0 fs
  radial: Coulomb 3.329, transverse 0.000, total 3.329
  polar: Coulomb 2.883, transverse 0.000, total 2.883
  radial A = 0.000 V fs/m, c*B = 0.000 V/m
largest |total E| component before arrival = 1.3e-05 V/m
Gaussian source width, where used = 3.0 nm
Sudden dipole: ratio E_T/E_L (no unit)
  ct/r = 0.0: radial -1.0000, polar -1.0000
  ct/r = 0.5: radial -1.0000, polar -1.0000
  ct/r = 0.9: radial -1.0000, polar -1.0000
  ct/r = 1.1: radial 0.0000, polar 0.0000
  ct/r = 1.5: radial 0.0000, polar 0.0000
Driven mode, mean of a + a^dagger (no unit)
  mode frequency times r/c = 7.0, coupling = 0.8
  from 0 photons -1.408152, from 1 -1.408152
  from the Heisenberg equation -1.408152
```
